\section*{The Bethe Sum Rule for Generalized Oscillator Strengths, Derived Twice}

\section{A total that does not move}

Consider one electron bound by 10 eV in a hydrogenic $1s$ state and struck by a fast charge. If the collision transfers a momentum of 5 nm$^{-1}$, the generalized oscillator strength divides almost evenly: 0.49 goes to excitations below the ionization threshold and 0.51 to ionization. At 40 nm$^{-1}$ more than 0.99 goes to ionization, and the mean inelastic energy loss has risen from 10.6 eV to 62.5 eV. The total strength is nevertheless 1.000000 in both cases. The strength is redistributed over the possible energy losses, but its sum stays the same.

The sum is the number of electrons. Hartree atomic units are used in the derivations ($\hbar=m_e=e=1$). Let
\begin{equation}
H=\sum_{j=1}^{N}\frac{\mathbf p_j^2}{2}+V(\mathbf r_1,\ldots,\mathbf r_N),
\end{equation}
where $V$ is a real function that acts by multiplication. It is local in this sense and may contain the attraction of the nuclei and the repulsion between electrons. Let $|0\rangle$ be a normalized bound eigenstate with energy $E_0$ and wavefunction $\psi$; it need not be the ground state. Define
\begin{equation}
\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j},\qquad
\omega_n=E_n-E_0,\qquad
f_n(\mathbf q)=\frac{2\omega_n}{q^2}\,|\langle n|\rho_{\mathbf q}|0\rangle|^2 ,
\end{equation}
with $\mathbf q\neq0$. The claim is
\begin{equation}
\frac12\sum_n\left[f_n(\mathbf q)+f_n(-\mathbf q)\right]=N .
\label{rule}
\end{equation}
The sum includes an integral over the continuum. The elastic term $n=0$ contributes nothing, because $\omega_0=0$. When the sums for $\mathbf q$ and $-\mathbf q$ are equal, each is $N$ by itself; the conditions for this are given below.

\section{First derivation: the double commutator}

Write $M(\mathbf q)=\sum_n\omega_n|\langle n|\rho_{\mathbf q}|0\rangle|^2$. Since $\omega_n$ is the eigenvalue of $H-E_0$ in $|n\rangle$ and the states $|n\rangle$ are complete,
\begin{equation}
M(\mathbf q)=\langle\rho_{\mathbf q}^\dagger(H-E_0)\rho_{\mathbf q}\rangle ,\qquad
M(-\mathbf q)=\langle\rho_{\mathbf q}(H-E_0)\rho_{\mathbf q}^\dagger\rangle .
\label{closure}
\end{equation}
Brackets denote the expectation value in $|0\rangle$, and the second form uses $\rho_{-\mathbf q}=\rho_{\mathbf q}^\dagger$. Now expand
\begin{equation}
[[\rho_{\mathbf q}^\dagger,H],\rho_{\mathbf q}]
=\rho_{\mathbf q}^\dagger H\rho_{\mathbf q}-H\rho_{\mathbf q}^\dagger\rho_{\mathbf q}
-\rho_{\mathbf q}\rho_{\mathbf q}^\dagger H+\rho_{\mathbf q}H\rho_{\mathbf q}^\dagger .
\end{equation}
In the two middle terms $H$ stands next to the eigenstate and becomes $E_0$. Because $\rho_{\mathbf q}$ and $\rho_{\mathbf q}^\dagger$ commute, these terms supply the two subtractions in (\ref{closure}). Hence
\begin{equation}
M(\mathbf q)+M(-\mathbf q)=\langle[[\rho_{\mathbf q}^\dagger,H],\rho_{\mathbf q}]\rangle .
\label{dc}
\end{equation}

The potential commutes with $\rho_{\mathbf q}$, since both are functions of position. For the kinetic energy, differentiating the exponential gives $\mathbf p_je^{i\mathbf q\cdot\mathbf r_j}=e^{i\mathbf q\cdot\mathbf r_j}(\mathbf p_j+\mathbf q)$. Applying this twice,
\begin{equation}
\mathbf p_j^2e^{i\mathbf q\cdot\mathbf r_j}
=e^{i\mathbf q\cdot\mathbf r_j}(\mathbf p_j^2+2\mathbf q\cdot\mathbf p_j+q^2),
\end{equation}
and therefore
\begin{equation}
[H,\rho_{\mathbf q}]=\sum_je^{i\mathbf q\cdot\mathbf r_j}
\left(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\right).
\label{single}
\end{equation}
Replacing $\mathbf q$ by $-\mathbf q$ and reversing the order of the commutator gives
\begin{equation}
[\rho_{\mathbf q}^\dagger,H]=\sum_je^{-i\mathbf q\cdot\mathbf r_j}
\left(\mathbf q\cdot\mathbf p_j-\frac{q^2}{2}\right).
\end{equation}
In the commutator of this with $\rho_{\mathbf q}$, only $\mathbf q\cdot\mathbf p_j$ fails to commute. It acts on the coordinate of electron $j$ alone, so $[\mathbf q\cdot\mathbf p_j,\rho_{\mathbf q}]=q^2e^{i\mathbf q\cdot\mathbf r_j}$. The phases cancel:
\begin{equation}
[[\rho_{\mathbf q}^\dagger,H],\rho_{\mathbf q}]
=\sum_je^{-i\mathbf q\cdot\mathbf r_j}\,q^2\,e^{i\mathbf q\cdot\mathbf r_j}=Nq^2 .
\end{equation}
With (\ref{dc}), $M(\mathbf q)+M(-\mathbf q)=Nq^2$. The left side of (\ref{rule}) is $[M(\mathbf q)+M(-\mathbf q)]/q^2$, which is $N$.

\section{Second derivation: the energy given by a weak kick}

The same number follows from the energy absorbed in a sudden push. Split the density operator into two real functions,
\begin{equation}
C=\sum_j\cos(\mathbf q\cdot\mathbf r_j),\qquad
S=\sum_j\sin(\mathbf q\cdot\mathbf r_j),\qquad \rho_{\mathbf q}=C+iS .
\end{equation}
A potential $\eta\,C\,\delta(t)$, with $\eta$ a small real number, acts so briefly that the electrons do not move during the pulse. It multiplies the wavefunction by a phase, $\psi\to\phi=e^{-i\eta C}\psi$. The energy given to the system can be found in two ways.

\emph{From the motion.} The phase leaves $|\psi|^2$ unchanged, so a local potential keeps its expectation value. The momentum changes by the gradient of the phase. Since $\nabla_jC=-\mathbf q\sin(\mathbf q\cdot\mathbf r_j)$,
\begin{equation}
\mathbf p_j\phi=e^{-i\eta C}\left[\mathbf p_j+\eta\,\mathbf q\sin(\mathbf q\cdot\mathbf r_j)\right]\psi .
\end{equation}
Half the squared norm, summed over the electrons, is the kinetic energy. Thus
\begin{equation}
\langle\phi|H-E_0|\phi\rangle=\eta A+\frac{\eta^2q^2}{2}\sum_j\langle\sin^2(\mathbf q\cdot\mathbf r_j)\rangle ,
\label{motion}
\end{equation}
where $A=\mathrm{Re}\sum_j\langle\mathbf p_j\psi|\mathbf q\sin(\mathbf q\cdot\mathbf r_j)\psi\rangle$ is the cross term.

\emph{From the spectrum.} Expand $\phi=\psi-i\eta C\psi+\delta$. The remainder $\delta$ is of order $\eta^2$, and so is its gradient, because $C$ and its derivatives are bounded. Every term in which $H-E_0$ meets $\psi$ vanishes. What remains is
\begin{equation}
\langle\phi|H-E_0|\phi\rangle
=\eta^2\langle C(H-E_0)C\rangle+O(\eta^3)
=\eta^2\sum_n\omega_n|\langle n|C|0\rangle|^2+O(\eta^3).
\label{spectrum}
\end{equation}
Comparing powers of $\eta$ in (\ref{motion}) and (\ref{spectrum}) gives $A=0$ and
\begin{equation}
\sum_n\omega_n|\langle n|C|0\rangle|^2=\frac{q^2}{2}\sum_j\langle\sin^2(\mathbf q\cdot\mathbf r_j)\rangle .
\end{equation}
A kick with $S$ has $\nabla_jS=\mathbf q\cos(\mathbf q\cdot\mathbf r_j)$, so the same steps give $\cos^2$ in place of $\sin^2$. Adding the two results and using $\sin^2+\cos^2=1$ for each electron,
\begin{equation}
\sum_n\omega_n\left(|\langle n|C|0\rangle|^2+|\langle n|S|0\rangle|^2\right)=\frac{Nq^2}{2}.
\end{equation}
For complex numbers $a$ and $b$, $|a+ib|^2+|a-ib|^2=2|a|^2+2|b|^2$. With $a=\langle n|C|0\rangle$ and $b=\langle n|S|0\rangle$, the left side is $|\langle n|\rho_{\mathbf q}|0\rangle|^2+|\langle n|\rho_{-\mathbf q}|0\rangle|^2$. Hence $M(\mathbf q)+M(-\mathbf q)=Nq^2$ again, which is (\ref{rule}).

\section{What each derivation assumes}

Both derivations assume a complete set of final states, an initial eigenstate, a local potential and a kinetic energy quadratic in momentum. These conditions are sufficient, but not all of them are necessary. The two derivations use them differently. In the first, locality removes a commutator; in the second, it means that a position-dependent phase costs no potential energy. In the first, the quadratic kinetic energy makes the double commutator a number; in the second, it makes the absorbed energy end at $\eta^2$. The second requires only first derivatives of the wavefunction. The first also gives $M(\mathbf q)$ before averaging, and so shows when the average is needed.

\subsection{One direction or two}

Since $(H-E_0)|0\rangle=0$, equations (\ref{closure}) and (\ref{single}) give
\begin{equation}
M(\mathbf q)=\sum_{jk}\left\langle e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}
\left(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\right)\right\rangle .
\end{equation}
If $\psi$ is real, complex conjugation turns $\rho_{\mathbf q}\psi$ into $\rho_{-\mathbf q}\psi$ and leaves $H$ unchanged, so $M(\mathbf q)=M(-\mathbf q)$. If $H$ is symmetric under inversion and $\psi$ has definite parity, inversion gives the same equality. For one electron bound in open space $M(\mathbf q)=\mathbf q\cdot\langle\mathbf p\rangle+q^2/2$, and $\langle\mathbf p\rangle=i\langle[H,\mathbf r]\rangle=0$ in a stationary state, so no symmetry is needed.

A ring threaded by magnetic flux can lack both symmetries. The one-electron argument does not carry over to it either: the angle is not single-valued on a ring, and a stationary state can carry a current. Take two electrons on a ring of unit radius with
\begin{equation}
H=\sum_{j=1}^2\left[\tfrac12(p_j+0.2)^2+0.6\cos\theta_j+0.4\sin2\theta_j\right]
+0.5\cos(\theta_1-\theta_2),
\end{equation}
where $p_j=-i\,\partial/\partial\theta_j$ and $q$ is an integer. The constant 0.2 commutes with everything, so both derivations still apply. For the lowest level, whose spatial wavefunction is symmetric under exchange (a spin singlet), diagonalization gives sums of 2.28174 for $q=1$ and 1.71826 for $q=-1$. Neither is 2, but their average is 2.00000. Without flux the sum for $q=1$ alone is 2.00000. With flux and the fourth level as initial state (counting symmetric and antisymmetric spatial states together; it is the second antisymmetric, or triplet, level), downward transitions contribute $-0.12058$ to the average, which remains 2.00000.

\subsection{Nonlocal potentials and relativistic motion}

Let a nonlocal term $-\Delta|0\rangle\langle0|$ be added for one electron. It lowers the initial level by $\Delta$ and leaves the other eigenstates alone, so each excitation energy grows by $\Delta$. By closure the probabilities $|\langle n|\rho_{\mathbf q}|0\rangle|^2$ add up to $\langle\rho_{\mathbf q}^\dagger\rho_{\mathbf q}\rangle=1$. The inelastic part is $1-F^2$, with $F=\langle e^{i\mathbf q\cdot\mathbf r}\rangle$ real for a spherical state. The sum therefore rises by
\begin{equation}
\delta_{\rm nl}=\frac{2\Delta}{q^2}(1-F^2).
\label{nl}
\end{equation}

For relativistic motion without spin, the kinetic energy is $T=\mathbf p^2/2-\mathbf p^4/(8c^2)$ to leading order. The exponential shifts momentum, so the double commutator for one electron is $\langle T(\mathbf p+\mathbf q)+T(\mathbf p-\mathbf q)-2T(\mathbf p)\rangle$. For the quartic part,
\begin{equation}
|\mathbf p+\mathbf q|^4+|\mathbf p-\mathbf q|^4-2p^4
=2q^4+4p^2q^2+8(\mathbf p\cdot\mathbf q)^2 .
\end{equation}
In an $s$ state $\langle(\mathbf p\cdot\mathbf q)^2\rangle=q^2\langle p^2\rangle/3$. Multiplying by $-1/(8c^2)$ and dividing by $q^2$ gives the change of the sum,
\begin{equation}
\delta_{\rm rel}=-\frac{1}{4c^2}\left(q^2+\frac{10}{3}\langle p^2\rangle\right).
\end{equation}

\section{The 10 eV electron}

\subsection{Mean loss and its limits}

The example has $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$ with binding energy $I=Z^2/2=10$ eV, so $Z=0.857$. Averaging $e^{i\mathbf q\cdot\mathbf r}$ over angles gives $\sin(qr)/(qr)$, and
\begin{equation}
F=\frac{4Z^3}{q}\int_0^\infty re^{-2Zr}\sin(qr)\,dr
=\frac{4Z^3}{q}\,\frac{4Zq}{(4Z^2+q^2)^2}
=\left(1+\frac{q^2}{4Z^2}\right)^{-2}.
\end{equation}
The integral is $-d/da$ of $\int_0^\infty e^{-ar}\sin(qr)\,dr=q/(a^2+q^2)$ at $a=2Z$. For one electron the sum rule says that the mean energy transfer, elastic events included, is $q^2/2$. Dividing by the inelastic probability gives the mean loss per inelastic event,
\begin{equation}
\bar\omega=\frac{q^2/2}{1-F^2}.
\end{equation}
At 5 nm$^{-1}$ this is $0.952/0.0898=10.6$ eV, and at 40 nm$^{-1}$ it is $60.96/0.9754=62.5$ eV.

For small $q$, $1-F^2\to q^2/Z^2$ and $\bar\omega\to Z^2/2=I$, which is why the first value lies close to 10 eV. In the same limit $\langle n|\rho_{\mathbf q}|0\rangle\to i\mathbf q\cdot\langle n|\sum_j\mathbf r_j|0\rangle$ for $n\neq0$, and (\ref{rule}) becomes the dipole sum rule of Thomas, Reiche and Kuhn. For large $q$, $F\to0$ and $\bar\omega\to q^2/2$, the recoil energy of a free electron at rest.

\subsection{Where the strength lies}

The spectrum was found by diagonalization in a sphere of radius 6.17 nm, with 240 radial functions for each partial wave up to $l=25$. Expanding the plane wave in partial waves gives the transition probability
\begin{equation}
|\langle nl|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2
=(2l+1)\left|\int u_{nl}(r)\,j_l(qr)\,u_{10}(r)\,dr\right|^2 ,
\end{equation}
where $u$ is $r$ times the radial wavefunction and $j_l$ a spherical Bessel function. Shares of the strength are read from the interpolated cumulative sum and quoted to two decimals. The last column is explained below.

\begin{center}
\begin{tabular}{ccccc}
$q$ (nm$^{-1}$) & below $I$ & above $I$ & $\bar\omega$ (eV) & reachable\\
5 & 0.49 & 0.51 & 10.6 & 0.79\\
10 & 0.31 & 0.69 & 12.5 & 0.91\\
20 & 0.06 & 0.94 & 21.0 & 0.93\\
40 & $<0.01$ & $>0.99$ & 62.5 & 0.64
\end{tabular}
\end{center}

The share below threshold must vanish at large $q$. Each loss there is less than $I$, and the probabilities add up to at most one, so the share cannot exceed $I/(q^2/2)$. At 40 nm$^{-1}$ this bound is $10/60.96=0.16$, and the computed share is far smaller.

The spread of the losses, elastic events included, follows from (\ref{single}), which gives $(H-E_0)\rho_{\mathbf q}\psi=\rho_{\mathbf q}(\mathbf q\cdot\mathbf p+q^2/2)\psi$. The squared norm is the mean square loss, $\langle(\mathbf q\cdot\mathbf p)^2\rangle+q^4/4$. The variance is therefore $q^2\langle p^2\rangle/3$. Since $|\nabla\psi|=Z\psi$, $\langle p^2\rangle=Z^2=2I$, and the standard deviation is
\begin{equation}
\sigma=\sqrt{\frac43\,\frac{q^2}{2}\,I}.
\end{equation}
At 40 nm$^{-1}$ it is $\sqrt{4\times60.96\times10/3}=28.5$ eV. The spread comes from the initial motion of the bound electron.

\subsection{What a slow projectile can reach}

The sum rule belongs to the target. A projectile electron of momentum $p$ has at least the momentum $|p-q|$ after giving up $q$, so its loss obeys
\begin{equation}
\omega\leq\frac{p^2}{2}-\frac{(p-q)^2}{2}=pq-\frac{q^2}{2}.
\end{equation}
An 80 eV electron has $p=45.82$ nm$^{-1}$. At $q=40$ nm$^{-1}$ the limit is $80[1-(5.82/45.82)^2]=78.7$ eV. This lies only 17.7 eV above the recoil energy of 61.0 eV, less than one standard deviation, so much of the upper part of the distribution is cut off and 0.64 of the strength can be reached. At 20 nm$^{-1}$ the limit is 54.6 eV and the recoil energy 15.2 eV; the margin is then 2.8 times $\sigma=14.3$ eV, and 0.93 is reachable. The strength weights each loss by its energy, so the part cut off counts for more than its probability. At 5 nm$^{-1}$ the limit of 16.5 eV removes the more energetic ionization, leaving 0.79. An experiment restricted to these losses would not find the full sum, although the rule holds.

\subsection{Beside a real resist}

A binding energy of 10 eV is in the rough range of organic resists, and 80 eV is roughly the energy of a photoelectron released by extreme-ultraviolet light. A resist, however, is not a collection of independent hydrogenic electrons. A density of 1.2 g/cm$^3$ with 0.4 mol of valence electrons per gram, rough values for a polymer such as PMMA, gives $n=2.9\times10^{23}$ cm$^{-3}$ and a plasma energy $\hbar\sqrt{ne^2/(\varepsilon_0m_e)}=20$ eV. This is twice the binding energy, so collective response can redistribute the strength substantially, and the tabulated shares should not be carried over to the material. The full sum would still count all the electrons, core electrons included.

An effective one-electron description with a nonlocal potential can change the sum. For a shift $\Delta=1$ eV, (\ref{nl}) gives $1\times0.0898/0.952=0.094$ at 5 nm$^{-1}$ and 0.016 at 40 nm$^{-1}$, relative to a total of one. The relativistic change, evaluated with the unperturbed $1s$ state, runs from about $-3\times10^{-5}$ to about $-9\times10^{-5}$ over the four momentum transfers.

The link between strength and scattering probability is weaker than the sum rule itself. It relies on the Born approximation, whose parameter $Z/p=0.35$ is not small here. It also ignores exchange between the projectile and the bound electron. The Coulomb amplitude varies as the inverse square of the momentum transfer. If the struck electron is treated as free and initially at rest, it leaves with momentum $q$, and energy conservation leaves the projectile with a squared momentum $p^2-q^2$. Exchanging the two outgoing electrons exchanges these momenta, so the exchange amplitude relative to the direct one is roughly $q^2/(p^2-q^2)$: 0.01 at 5 nm$^{-1}$ but 3.2 at 40 nm$^{-1}$, where the struck electron would be the faster of the two. The reachable shares are therefore kinematic fractions of the target's strength, not cross sections. The size of the exchange ratio at 40 nm$^{-1}$ depends on the estimate: the free-electron form grows without bound as $q$ approaches $p$, while the high-energy form $q^2/p^2$, listed in the numerical output, gives 0.76. Neither is small. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TWO INTERACTING ELECTRONS ON A RING (atomic units, radius 1)
flux shift of angular momentum: 0.2
q | sum(+q) | sum(-q) | average | sum(+q) without flux
1 | 2.28174 | 1.71826 | 2.00000 | 2.00000
2 | 2.18770 | 1.81230 | 2.00000 | 2.00000
excited initial state (fourth level), q=1, average: 2.00000
  part from downward transitions: -0.12058
HYDROGENIC ELECTRON: INPUTS
ionization energy: 10.0 eV
effective charge Z: 0.8573
incident energy: 80.0 eV
incident momentum p: 2.4248 a.u. = 45.82 nm^-1
box: 6.17 nm, radial functions: 240
highest partial wave: 25
STRENGTH (dimensionless)
q (nm^-1) | q (a.u.) | total | below ioniz. | above ioniz.
5 | 0.2646 | 1.000000 | 0.486 | 0.514
10 | 0.5292 | 1.000000 | 0.306 | 0.694
20 | 1.0584 | 1.000000 | 0.058 | 0.942
40 | 2.1167 | 1.000000 | 0.001 | 0.999
ENERGY TRANSFER
q (nm^-1) | q^2/2 (eV) | inelastic prob. | mean inelastic loss (eV)
5 | 0.952 | 0.0898 | 10.60
10 | 3.810 | 0.3051 | 12.49
20 | 15.240 | 0.7251 | 21.02
40 | 60.960 | 0.9754 | 62.50
REACH OF THE INCIDENT ELECTRON
q (nm^-1) | largest loss (eV) | reachable strength
5 | 16.51 | 0.791
10 | 31.11 | 0.914
20 | 54.59 | 0.935
40 | 78.71 | 0.638
NEGLECTED EFFECTS
nonlocal level shift: 1.0 eV
q (nm^-1) | nonlocal change | relativistic change | q^2/p^2
5 | +0.0943 | -3.35e-05 | 0.012
10 | +0.0801 | -3.63e-05 | 0.048
20 | +0.0476 | -4.75e-05 | 0.190
40 | +0.0160 | -9.22e-05 | 0.762
Born parameter Z/p: 0.354
polymer density (rough): 1.2 g/cm3
valence electrons (rough): 0.4 mol/g
valence electron density: 2.89e+23 cm^-3
plasma energy: 20.0 eV
\end{verbatim}
